# The fastest-growing wrinkle of a compressed plate on a deep viscous liquid

**Q.** A thin elastic plate floats on a deep, very viscous liquid and is squeezed in its plane. I am told that it wrinkles with a definite wavelength. I doubt it. Bending is cheapest for the longest waves, so why should the plate not buckle in one great arch?

**A.** Because the arch would take too long. The wavelength is set by a race, so we need the growth rate of each wave, and that takes two ingredients: the force with which the plate leaves its flat state, and the drag of the liquid.

Let the liquid fill $z<0$ and let the plate, of thickness $h$ and bending stiffness $D$, lie on it. A compressive force per width $N>0$ acts along $x$. The flat plate on liquid at rest is an equilibrium. Disturb it by

$$w(x,t)=W(t)\cos kx ,\qquad kW\ll1,\quad kh\ll1 .$$

The first inequality says that slopes are small, the second that thin-plate theory applies. Gravity and inertia are left out for now. I use SI units, which suit films better than atomic units.

**Q.** Start with the force, then. Compression pushes along $x$. How does it push the plate up?

**A.** Through the energy. A wavy line is longer than its projection on the $x$ axis, by $\tfrac12 w_x^2$ per unit length at small slope. Since $w_x=-kW\sin kx$ and $\sin^2$ averages to one half, the mean excess length is $k^2W^2/4$. Lengthening a sheet that is under compression $N$ releases $N$ times this amount. Bending costs $\tfrac12Dw_{xx}^2$, whose mean is $Dk^4W^2/4$. The energy per area relative to the flat state is therefore

$$\mathcal E=\frac{W^2}{4}\left(Dk^4-Nk^2\right).$$

Let the plate push on its surroundings with an upward force per area $F\cos kx$. When $W$ changes by $dW$, this force does the mean work $\langle F\cos kx\;dW\cos kx\rangle=\tfrac12F\,dW$, which must equal $-d\mathcal E=\tfrac12W(Nk^2-Dk^4)\,dW$. Hence

$$F=(Nk^2-Dk^4)\,W .$$

The force drives the wave outward if $k<\sqrt{N/D}$ and flattens it if $k$ is larger.

**Q.** That settles nothing. $F/W$ has its maximum where $2Nk=4Dk^3$, at $k=\sqrt{N/(2D)}$. Is that your wavelength?

**A.** It would be if every wave met the same resistance per unit velocity. The liquid does not resist them equally. Let the surface move with vertical velocity $V\cos kx$, where $V=dW/dt$. The flow has the form

$$v_z=f(z)\cos kx,\qquad v_x=g(z)\sin kx,\qquad p=P(z)\cos kx ,$$

where $p$ is the pressure above its rest value. Incompressibility, $\partial_xv_x+\partial_zv_z=0$, gives $g=-f'/k$. Without inertia, the two components of the Stokes equation $\eta\nabla^2\mathbf v=\nabla p$ are

$$\eta(g''-k^2g)=-kP,\qquad \eta(f''-k^2f)=P' .$$

Inserting $g$ into the first yields

$$P=\frac{\eta}{k^2}\left(f'''-k^2f'\right).$$

Differentiating this and equating it to the second yields

$$f''''-2k^2f''+k^4f=0 .$$

The solutions that die out downwards are $f=(a+bz)e^{kz}$. We now need two conditions at the surface. The first is $f(0)=V$, so $a=V$.

**Q.** And the second is where I object. The plate is bonded to the liquid, so the liquid must follow its sideways motion too. What is that motion?

**A.** To leading order it is zero. The mid-plane of a thin sheet is much harder to stretch than to bend, so its points move vertically. I shall return to the size of the error. Then $g(0)=0$, which means $f'(0)=b+ka=0$, so $b=-kV$ and

$$f=V(1-kz)e^{kz},\qquad f'=-Vk^2z\,e^{kz},\qquad g=Vkz\,e^{kz}.$$

Two more derivatives give $f'''=-Vk^3(2+kz)e^{kz}$. The pressure is then

$$P=\eta\left[-Vk(2+kz)+Vk^2z\right]e^{kz}=-2\eta kV e^{kz}.$$

Under a rising crest the pressure is lowered, so the liquid sucks the crest back. The normal stress at the surface is

$$\sigma_{zz}=\left[-P+2\eta f'\right]_{z=0}\cos kx=2\eta kV\cos kx ,$$

because $f'(0)=0$. The outward normal of the liquid points up, so this is the upward force per area of the plate on the liquid. The liquid pulls the plate down with the same strength.

**Q.** What about the shear stress at the bond? You have ignored it.

**A.** It vanishes here. Its amplitude is $\eta(g'-kf)$, and at $z=0$ we have $g'=kV$ and $kf=kV$. So a frictionless contact, which demands zero shear stress in place of zero sideways velocity, has the same flow and the same drag. On a deep liquid, to this order, bonding does not change the drag as long as the plate stays in contact.

**Q.** No shear stress at the surface, and yet the liquid takes up energy at the full rate?

**A.** The heat is made below the surface. The strain rates are

$$e_{xx}=-e_{zz}=Vk^2z\,e^{kz}\cos kx,\qquad e_{xz}=\tfrac12(g'-kf)\sin kx=Vk^2z\,e^{kz}\sin kx .$$

The heat per volume is $2\eta(e_{xx}^2+e_{zz}^2+2e_{xz}^2)=4\eta V^2k^4z^2e^{2kz}$, the squares of sine and cosine adding to one. With $\int_{-\infty}^0z^2e^{2kz}dz=1/(4k^3)$, the heat per area is $\eta kV^2$. The plate's mean power is $\langle2\eta kV\cos kx\;V\cos kx\rangle=\eta kV^2$. The two agree, which confirms the factor 2 in the drag.

**Q.** Fine. Put the two ingredients together.

**A.** Without inertia the plate's push equals the force needed to move the liquid:

$$2\eta k\,\frac{dW}{dt}=(Nk^2-Dk^4)W .$$

So $W\propto e^{st}$ with

$$s(k)=\frac{Nk-Dk^3}{2\eta}.$$

All waves with $0<k<\sqrt{N/D}$ grow. Your great arch is among them, but its rate goes to zero with $k$: for long waves the driving force per amplitude falls as $k^2$, while the drag per velocity falls only as $k$. The extremum follows from

$$\frac{ds}{dk}=\frac{N-3Dk^2}{2\eta}=0\quad\Rightarrow\quad k_m=\sqrt{\frac{N}{3D}} .$$

The second derivative, $-3Dk/\eta$, is negative, so this is a maximum. With $Dk_m^2=N/3$ the largest rate is

$$s_m=\frac{k_m}{2\eta}\left(N-\frac N3\right)=\frac{Nk_m}{3\eta}.$$

Compared with your $\sqrt{N/(2D)}$, the peak has moved to longer waves because the drag coefficient $2\eta k$ is smaller for them. The viscosity sets the pace of the race but not its winner.

**Q.** You linearised the plate and solved the flow by hand. Has the result been tested by another road?

**A.** Yes. For $N=1.7$, $D=0.6$, $\eta=1.3$ in round model units and a liquid of depth 25, the flow was solved numerically and the plate's force was taken from the nonlinear energy of a bent inextensible sheet at small amplitude. The resulting growth curve has its maximum at $k=0.9718$ with rate 0.4236. The formulas give 0.9718 and 0.4236.

**Q.** Depth 25 is a kind choice. What if the liquid is a thin layer on a rigid floor?

**A.** Then the answer changes. For $kH\ll1$, with $H$ the depth, the liquid is squeezed sideways between two walls on which its tangential velocity is zero. The parabolic profile carries the flux $-(H^3/12\eta)\,\partial_xp=(H^3/12\eta)\,kP\sin kx$. Conservation of volume says that $V\cos kx$ plus the derivative of the flux is zero:

$$V=-\frac{H^3k^2}{12\eta}P .$$

The drag per velocity is now $12\eta/(k^2H^3)$, largest for long waves, which must carry liquid a long way through a narrow gap. Balancing it against $F$ gives

$$s=\frac{H^3}{12\eta}\left(Nk^4-Dk^6\right),\qquad 4Nk^3=6Dk^5,\qquad k=\sqrt{\frac{2N}{3D}} .$$

The wavelength is shorter than the deep one by $\sqrt2$. With the same $N$, $D$ and $\eta$ but depth 0.03, the numerical maximum is at 1.3743, against 1.3744 from this limit.

**Q.** Then gravity. A floating plate is pulled level by its own liquid. Surely a weak squeeze does nothing?

**A.** Correct, if gravity is kept. Raising the surface by $w$ adds a restoring force $\rho gw$, with $\rho$ the liquid's density, and the growth condition becomes $Nk^2-Dk^4>\rho g$. The left side is at most $N^2/(4D)$, reached at $k^2=N/(2D)$. So growth needs $N>2\sqrt{D\rho g}$. The result for $k_m$ belongs to the regime $\rho g\ll Nk_m^2$, far above this threshold.

**Q.** So far everything varies along $x$. Why should the crests not run obliquely?

**A.** For a force along one direction, let the wavevector make an angle $\theta$ with it. The slope along the force is reduced by $\cos\theta$, so $N$ is replaced by $N\cos^2\theta$, while bending depends on $k$ alone in an isotropic plate. Since $s_m\propto N^{3/2}$, the best rate at angle $\theta$ is $\cos^3\theta$ times that at $\theta=0$. The wavevector along the force wins. If the compression is equal in both directions, as in a misfit film, linear theory fixes the wavelength and leaves the direction open.

**Q.** Show me a film, then, with numbers.

**A.** Take a compressed silicon-germanium film on borophosphosilicate glass softened near 800 °C. The values are rough: thickness $h=30$ nm, equal biaxial strain $\varepsilon=0.01$, Young's modulus $E=130$ GPa along a cube axis, Poisson ratio $\nu=0.28$, glass depth 1.0 µm and viscosity $10^{10}$ Pa s.

Hooke's law for equal stresses reads $\varepsilon=(\sigma-\nu\sigma)/E$. In a wrinkle the strain across the wavevector does not change, so the bending modulus is $E/(1-\nu^2)$, and integrating the squared distance from the mid-plane over the thickness gives $h^3/12$. Thus

$$N=\frac{E\varepsilon h}{1-\nu},\qquad D=\frac{Eh^3}{12(1-\nu^2)} .$$

The stress is $130\times0.01/0.72=1.81$ GPa and $N=54.2$ N/m. The stiffness is $D=3.17\times10^{-13}$ N m, or $1.98\times10^6$ eV. In the ratio $N/(3D)$ the modulus cancels:

$$k_m^2=\frac{E\varepsilon h}{1-\nu}\cdot\frac{12(1-\nu)(1+\nu)}{3Eh^3}=\frac{4(1+\nu)\varepsilon}{h^2},\qquad k_mh=2\sqrt{(1+\nu)\varepsilon}.$$

Here $k_mh=2\sqrt{0.0128}=0.226$, and the wavelength is $2\pi\times30\ \text{nm}/0.2263=833$ nm. Waves shorter than $833/\sqrt3=481$ nm decay. The largest rate is

$$s_m=\frac{54.17\times7.542\times10^6}{3\times10^{10}}\ \text{s}^{-1}=0.0136\ \text{s}^{-1},$$

an e-folding time of 73 s.

**Q.** Exponentials do not last. When does the linear stage end?

**A.** When the wrinkles have used up a fair part of the compression. Let the wrinkled region keep its overall length. An amplitude $A$ stretches the film by $k^2A^2/4$ on average, which lowers $N$ by $Eh/(1-\nu^2)$ times that. At $k=k_m$ the relative loss is

$$\frac{\Delta N}{N}=\frac{k_m^2A^2}{4(1+\nu)\varepsilon}=\frac{A^2}{h^2}.$$

A loss of 10 % occurs at $A=\sqrt{0.1}\,h=9.5$ nm. The growth rate at $k_m$, proportional to $N-Dk_m^2$, has then fallen from $0.667N$ to $0.567N$ in terms of the initial $N$, by 15 %. The largest slope is still small, $k_mA=0.07$. A single wave that starts with an amplitude of 0.3 nm, an assumed value, needs $n=\ln(9.49/0.3)=3.45$ e-folds. At the initial rate this takes about 250 s. The falling force makes it slightly longer, and a roughness of 0.3 nm spread over many waves makes it longer still.

**Q.** Only three and a half e-folds! Can one wave outrun the rest in so short a race?

**A.** Not by much. Write $k=qk_m$. Then

$$\frac{s}{s_m}=\frac{3q-q^3}{2}\approx1-\frac32(q-1)^2 .$$

With equal seeds at all wavenumbers, the power in a wave relative to the fastest is $\exp[-2n(1-s/s_m)]$. In the quadratic approximation it drops to one half at $|q-1|=\sqrt{\ln2/(3n)}=0.26$. The full cubic puts the half-power points at $q=0.73$ and $q=1.25$, that is, at wavelengths of about 1140 and 670 nm. So for equal seeds 833 nm lies near the peak of a broad band at the end of the linear stage. If the seed power falls as $k^{-p}$, the peak moves to $q\approx1-p/(6n)$, about 10 % towards longer waves for $p=2$. The model does not predict a regular grating.

**Q.** Now the bill for your approximations. You promised to return to the sideways motion.

**A.** The bond is at the lower face, a distance $h/2$ below the mid-plane. When the plate tilts, that face moves sideways by $(h/2)w_x$, with velocity amplitude $U=-(kh/2)V$. For purely tangential surface motion $U\sin kx$, the deep flow is $f=-kUz\,e^{kz}$. Its shear traction is $-\eta f''(0)/k=2\eta kU$. Its normal traction is zero, since $-P(0)=2\eta kU$ cancels $2\eta f'(0)=-2\eta kU$. The two motions therefore dissipate separately, $\eta k(V^2+U^2)$ in all, and the drag rises by the factor $1+(kh/2)^2$, or 1.3 % here. With stretching of the mid-plane included, the numerical maximum shifts by $-0.8$ % in $k$ and $-1.2$ % in rate.

Transverse shear makes the plate softer. In the usual first-order shear theory $Dk^4$ is divided by $1+Dk^2/(\tfrac56Gh)$. With $G=80$ GPa the shifts are $+0.8$ % and $+0.5$ %. These two estimates are not a complete correction of order $(kh)^2$, but they suggest its scale.

If the surfaces of the film carry a total tension of roughly 1 N/m, it must be subtracted from $N$. That is 1.8 % of $N$, and it lowers $k_m$ by 0.9 % and $s_m$ by 2.8 %.

**Q.** Silicon-germanium is a cubic crystal. Your plate is isotropic.

**A.** This gives a larger shift than any of the three corrections above. Let the film plane be a cube face. For a wavevector along $\langle100\rangle$ the modulus in $D$ is $E/(1-\nu^2)=141$ GPa. A strain $e$ along an in-plane $\langle110\rangle$ direction is, in the cube axes, a stretch $e/2$ along each in-plane axis plus a shear angle $e$. The stretches cost the energy density $Ee^2/[4(1-\nu)]$ and the shear costs $\tfrac12Ge^2$. Setting the sum equal to half the modulus times $e^2$ gives the modulus $E/[2(1-\nu)]+G=90+80=170$ GPa. The biaxial force $N$ is the same for both. Since $k_m\propto D^{-1/2}$ and $s_m\propto Nk_m$, both fall by the factor $\sqrt{141.1/170.3}=0.91$ along $\langle110\rangle$. The $\langle100\rangle$ directions are the fastest, and the wavelength of 833 nm belongs to them. The preference is weak: after 3.45 e-folds of the faster wave, the amplitudes differ by a factor $e^{0.09\times3.45}\approx1.4$ for equal seeds.

**Q.** And the glass? At 800 °C it is hardly a simple liquid.

**A.** Treat it as an incompressible Maxwell liquid with shear modulus 30 GPa, a rough value. Its relaxation time is $\tau=\eta/(30\ \text{GPa})=0.33$ s. For motion that grows as $e^{st}$, the effective viscosity is $\eta/(1+s\tau)$. If $s_0$ is the purely viscous rate, then $s/(1+s\tau)=s_0$, so $s=s_0/(1-s_0\tau)$. For $s_0\tau<1$ this rises with $s_0$, so the fastest wavenumber is unchanged. With $s_m\tau=0.0045$ the rate rises by about 0.5 %. A finite bulk modulus $K$ adds a rise of the same order, about $\eta s_m/K$, or 0.3 % for a rough $K=40$ GPa, and it also leaves the fastest wavenumber unchanged.

The remaining terms are smaller still. The finite depth, $k_mH=7.5$, changes the drag by less than 0.01 %. Gravity is about $7\times10^{-12}$ of the compression term, and the liquid's inertia about $6\times10^{-23}$ of the viscous term.

**Q.** So I may carry 833 nm to a real wafer?

**A.** With care. The inputs are rough, and the wavelength follows $h/\sqrt\varepsilon$, so an error of 10 % in thickness is one of 10 % in wavelength. The viscosity depends strongly on temperature and composition. If it is wrong by a factor of ten, so are the times, while the wavelength of the linear stage stays. That stage lasts only minutes here. Afterwards $N$ falls, each amplitude goes as $\exp[(k\int N\,dt-Dk^3t)/2\eta]$, and the peak sits at $k^2=\bar N/(3D)$, with $\bar N$ the force averaged over the elapsed time. The wrinkles therefore coarsen. A longer anneal shows a wavelength well above 833 nm, and for an anneal of fixed length that wavelength does depend on the viscosity. The glass may also be thinner than assumed. At 0.2 µm, $k_mH$ would be 1.5 and the deep formula would not apply; the thin-layer limit, itself not yet valid there, would give $833/\sqrt2=589$ nm.

Free edges matter too. Near an edge the film can slide outward and lose its compression. At lengths much greater than $H$ this thin film lifts easily, so the glass resists by simple shear, with stress $\eta/H$ times the sliding velocity, so the displacement $u$ obeys

$$\frac{\eta}{H}\frac{\partial u}{\partial t}=\frac{Eh}{1-\nu^2}\frac{\partial^2u}{\partial x^2}.$$

This is a diffusion equation with diffusivity $141\times10^9\times30\times10^{-9}\times10^{-6}/10^{10}=4.2\times10^{-13}$ m²/s. In 254 s the relief reaches about $\sqrt{4.2\times10^{-13}\times254}$ m, or 10 µm. An island about 20 µm wide or less would lose much of its compression, even at its centre, before the linear stage is over, and constant $N$ would be a poor assumption. Finally, a film at 1.8 GPa and 800 °C may relax by dislocations. That would lower $N$ and lengthen the wave, by an amount that this model cannot give. The numerical output lists the values used here.

## Values computed for the example and the checks

```
TESTS IN ROUND MODEL UNITS (N=1.7, D=0.6, eta=1.3)
deep drag / (eta k), numerical: 2.00000
its change from 34 to 44 mesh intervals: 1.4e-10
deep: fastest k numerical 0.9718, sqrt(N/3D) 0.9718
deep: largest rate numerical 0.4236, N k/(3 eta) 0.4236
thin: fastest k numerical 1.3743, sqrt(2N/3D) 1.3744
cut-off k numerical 1.6833, sqrt(N/D) 1.6833
EXAMPLE INPUTS (rough typical values)
film thickness 30 nm, biaxial strain 1.0 %
film E 130 GPa, nu 0.28, C44 80 GPa
glass depth 1.0 um, viscosity 1.0e+10 Pa s
glass shear modulus 30 GPa
densities: glass 2300, film 3000 kg/m3
total surface tension 1.0 N/m, seed 0.3 nm
EXAMPLE RESULTS
film stress 1.806 GPa, N 54.17 N/m
bending stiffness D 3.174e-13 N m = 1.981e+06 eV
fastest k 7.542 rad/um, k h 0.2263, k H 7.54
fastest wavelength 833 nm
cut-off wavelength 481 nm
largest growth rate 1.3618e-02 1/s, e-fold time 73.4 s
amplitude at 10 % loss of N: 9.49 nm
e-folds from seed 3.45, time 254 s
half-power band then: k/k_m from 0.729 to 1.249
NEGLECTED EFFECTS (change of fastest k, change of largest rate)
bond at lower face: -0.84 %, -1.24 %
transverse shear: +0.76 %, +0.46 %
surface tension: -0.93 %, -2.76 %
wave along <110> instead of <100>: -8.98 %, -8.98 %
plate modulus <100> 141.1, <110> 170.3 GPa
finite glass depth: drag change 0.0073 %
glass elasticity: rate x relaxation time 4.54e-03
gravity / compression term 7.3e-12
liquid inertia / viscous term 5.5e-23
film inertia / compression term 5.4e-24
reach of stress relief from a film edge 10.4 um
```
